# Does Auger recombination have to scale as carrier density cubed?: verification in Python

```python
# Result under test: the local Auger power gamma = d ln R / d ln n obeys
#   gamma = sum_i <1-f_i>_R / <1-f>_n + <d ln w/d ln lam2>_R * d ln lam2/d ln n
# where R = integral of w*f1*f2*fh is the forward Auger rate, f are Fermi
# occupations, <>_R is an average weighted by the Auger rate, <>_n one
# weighted by occupation, w is the transition weight and lam2 the squared
# static screening wavevector. Filling can lower or raise gamma.
# Model: n = p, mirror parabolic bands (mass M, gap EG), empty hot state,
# no direct-exchange interference. Hartree atomic units inside.
# "relaxed": a third body takes up any momentum, constant overlap.
# "direct": momentum conserved, squared interband overlap ~ q^2.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize
from scipy.special import expit

M, EG, EPS, TEMP = 0.1, 0.02, 12.0, 300.0
HARTREE = sc.physical_constants["Hartree energy"][0]
BOHR = sc.physical_constants["Bohr radius"][0]
KT = sc.k * TEMP / HARTREE
CM3 = (BOHR * 100.0) ** 3          # one cm^-3 expressed in bohr^-3
EV = HARTREE / sc.e


def radial_grid(mu, kt, points):
    kmax = np.sqrt(2 * M * (max(mu, 0.0) + 30 * kt))
    x, w = np.polynomial.legendre.leggauss(points)
    return 0.5 * kmax * (x + 1), 0.5 * kmax * w


def carriers(mu, kt=KT):
    """Density and its first two derivatives with respect to mu."""
    k, w = radial_grid(mu, kt, 64)
    f = expit((mu - k**2 / (2 * M)) / kt)
    g = w * k**2 / np.pi**2
    return (np.sum(g * f), np.sum(g * f * (1 - f)) / kt,
            np.sum(g * f * (1 - f) * (1 - 2 * f)) / kt**2)


def averaged_coulomb(hot2, k2, lam2):
    """Mean of 1/(q^2+lam2)^2 over the direction of the hot wavevector."""
    return 1 / ((hot2 - k2)**2 + 2 * lam2 * (hot2 + k2) + lam2**2)


def relaxed(mu, lam2, kt=KT, points=64):
    k, w = radial_grid(mu, kt, points)
    e = k**2 / (2 * M)
    f = expit((mu - e) / kt)
    a = w * k**2 * f
    e1, e2, eh = e[:, None, None], e[None, :, None], e[None, None, :]
    hot2 = 2 * M * (EG + e1 + e2 + eh)
    ksq = 2 * M * e1
    v2 = averaged_coulomb(hot2, ksq, lam2)
    rate = (a[:, None, None] * a[None, :, None] * a[None, None, :]
            * np.sqrt(hot2) * v2)
    total = rate.sum()
    empties = np.array([np.sum(rate.sum(axis=ax) * (1 - f))
                        for ax in ((1, 2), (0, 2), (0, 1))]) / total
    slope = np.sum(rate * (-2 * lam2 * (hot2 + ksq + lam2) * v2)) / total
    return total, empties, slope


def direct(mu, lam2, kt=KT, points=64, qpoints=96):
    k, w = radial_grid(mu, kt, points)
    e = k**2 / (2 * M)
    f = expit((mu - e) / kt)
    a = w * k * f
    x, wx = np.polynomial.legendre.leggauss(qpoints)
    k2, kh = k[:, None, None], k[None, :, None]
    low, high = np.abs(k2 - kh), k2 + kh
    q = low + 0.5 * (high - low) * (x + 1)
    wq = 0.5 * (high - low) * wx
    omega = EG + e[:, None, None] + e[None, :, None]
    ez = (M * omega / q - q / 2)**2 / (2 * M)
    base = (a[:, None, None] * a[None, :, None] * wq
            * q**2 / (q**2 + lam2)**2)
    rate = base * np.logaddexp(0.0, (mu - ez) / kt)
    total = rate.sum()
    empties = np.array([np.sum(base * expit((mu - ez) / kt)),
                        np.sum(rate.sum(axis=(1, 2)) * (1 - f)),
                        np.sum(rate.sum(axis=(0, 2)) * (1 - f))]) / total
    slope = np.sum(rate * (-2 * lam2 / (q**2 + lam2))) / total
    return 16 * np.pi**3 * M**2 * kt * total, empties, slope


def state(n, screened):
    mu = brentq(lambda m: np.log(carriers(m)[0] / n), -60 * KT, 60 * KT,
                xtol=1e-15, rtol=1e-13)
    dens, d1, d2 = carriers(mu)
    lam2 = 8 * np.pi * d1 / EPS if screened else 0.0
    return mu, lam2, KT * d1 / dens, dens * d2 / d1**2


def power(channel, n, screened):
    """Rate, gamma from the averages, carrier terms, screening term."""
    mu, lam2, mean_empty, growth = state(n, screened)
    rate, empties, slope = channel(mu, lam2)
    terms = empties / mean_empty
    return rate, terms.sum() + slope * growth, terms, slope * growth


def power_by_difference(channel, n, screened, h=2e-3):
    logs = []
    for s in (1, -1):
        mu, lam2, _, _ = state(n * np.exp(s * h), screened)
        logs.append(np.log(channel(mu, lam2)[0]))
    return (logs[0] - logs[1]) / (2 * h)


# Angular average of the squared Coulomb element, by quadrature
for hot, k1, lam2 in ((0.07, 0.03, 5e-4), (0.09, 0.06, 1e-3), (0.06, 0.01, 0)):
    num = quad(lambda c: 0.5 / (hot**2 + k1**2 - 2*hot*k1*c + lam2)**2,
               -1, 1, epsrel=1e-11)[0]
    assert abs(num / averaged_coulomb(hot**2, k1**2, lam2) - 1) < 1e-8

# Threshold: wavevectors in units of sqrt(2 M EG), energies in units of EG
def mismatch(v):
    a, b, c = v.reshape(3, 3)
    return np.sum((a + b - c)**2) - 1 - np.sum(v**2)


best = minimize(lambda v: np.sum(v**2),
                np.array([.6, .1, 0, .5, -.1, .1, -.7, 0, .1]),
                constraints={"type": "eq", "fun": mismatch}, method="SLSQP",
                options={"ftol": 1e-13, "maxiter": 500})
shares = np.sum(best.x.reshape(3, 3)**2, axis=1)
assert abs(mismatch(best.x)) < 1e-6 and abs(best.fun - 0.5) < 1e-5
assert np.max(np.abs(shares - 1 / 6)) < 1e-3

# Nine-dimensional Monte Carlo with a narrow energy window (hot, degenerate
# test case so that events are common); sampling error is below 1 percent
rng = np.random.default_rng(7)
kt_mc, mu_mc, lam_mc = 0.3 * EG, 0.15 * EG, 5e-4
half, batches, size, acc = 0.03 * EG, 8, 500000, 0.0
for _ in range(batches):
    v = rng.normal(scale=np.sqrt(M * kt_mc), size=(3, 3, size))
    en = np.sum(v**2, axis=1) / (2 * M)
    hot_energy = np.sum((v[0] + v[1] - v[2])**2, axis=0) / (2 * M)
    hit = np.abs(hot_energy - EG - en.sum(axis=0)) < half
    qq = np.sum((v[1][:, hit] - v[2][:, hit])**2, axis=0)
    ratio = 1 / (np.exp(-mu_mc / kt_mc) + np.exp(-en[:, hit] / kt_mc))
    acc += np.sum(np.prod(ratio, axis=0) * qq / (qq + lam_mc)**2)
mc = acc * (2 * np.pi * M * kt_mc)**4.5 / (2 * half * batches * size)
mc_ratio = mc / direct(mu_mc, lam_mc, kt_mc)[0]
assert abs(mc_ratio - 1) < 0.03

# Dilute limit is cubic in both channels
channels = {"relaxed": relaxed, "direct": direct}
n_dilute = 1e12 * CM3
dilute = {}
for name, ch in channels.items():
    assert abs(power(ch, n_dilute, True)[1] - 3) < 1e-3
    dilute[name] = power(ch, n_dilute, False)[0] / n_dilute**3

# Main scan, each gamma checked against a finite difference of the full rate
densities = [1e16, 1e17, 1e18, 3e18, 1e19, 2e19]
data, worst = {}, 0.0
for name, ch in channels.items():
    for d in densities:
        for scr in (False, True):
            res = power(ch, d * CM3, scr)
            err = abs(res[1] - power_by_difference(ch, d * CM3, scr))
            worst = max(worst, err)
            data[name, d, scr] = res
assert worst < 2e-4   # quadratic step error of the finite difference
for d in densities:
    g, t = data["relaxed", d, False][1:3]
    assert g < 3 and t[0] > 1 and t[1] < 1 and t[2] < 1
    assert data["relaxed", d, True][1] < g
assert data["direct", 3e18, False][1] > 3

# Quadrature convergence and empty hot state at the highest density
top = densities[-1]
mu_top, lam_top, _, growth_top = state(top * CM3, True)
fine = direct(mu_top, lam_top, points=90, qpoints=130)[0]
assert abs(fine / direct(mu_top, lam_top)[0] - 1) < 1e-5
hot_occupation = expit((mu_top - EG) / KT)
assert hot_occupation < 1e-3

print(f"band mass {M} m_e, permittivity {EPS}, T {TEMP:.0f} K")
print(f"gap {EG} hartree = {EG*EV:.3f} eV; kT {KT:.4e} hartree")
print(f"threshold kinetic energy / gap: {best.fun:.4f}")
print("threshold share per carrier / gap:", np.round(shares, 4))
print(f"Monte Carlo / reduced integral: {mc_ratio:.4f}")
print(f"largest |gamma identity - difference|: {worst:.1e}")
print("n (cm^-3), mu/kT, <1-f>_n, dln(lam2)/dln(n), lam2 (bohr^-2)")
for d in densities:
    mu, lam2, empty, growth = state(d * CM3, True)
    print(f" {d:.0e} {mu/KT:8.3f} {empty:.4f} {growth:.4f} {lam2:.3e}")
for name in channels:
    print(f"{name}: n (cm^-3), gamma filling only, gamma screened,")
    print("   C/C0 filling only, C/C0 screened")
    for d in densities:
        a, b = data[name, d, False], data[name, d, True]
        c = [r[0] / (d * CM3)**3 / dilute[name] for r in (a, b)]
        print(f" {d:.0e} {a[1]:.4f} {b[1]:.4f} {c[0]:.4f} {c[1]:.4f}")
print("carrier terms (e1, e2, h), filling only:")
for name in channels:
    for d in (3e18, top):
        t = data[name, d, False][2]
        print(f" {name} {d:.0e} cm^-3: {t[0]:.4f} {t[1]:.4f} {t[2]:.4f}")
print("screened gamma split at highest density (filling, screening):")
for name in channels:
    r = data[name, top, True]
    print(f" {name}: {r[2].sum():.4f} {r[3]:.4f}")
print("two-point power, 1e18 to 2e19 cm^-3 (filling only, screened):")
for name in channels:
    p = [np.log(data[name, top, s][0] / data[name, 1e18, s][0])
         / np.log(top / 1e18) for s in (False, True)]
    print(f" {name}: {p[0]:.4f} {p[1]:.4f}")
plasma = np.sqrt(8 * np.pi * top * CM3 / (EPS * M))
print(f"highest density: {top*CM3:.4e} bohr^-3")
print(f"plasma energy there: {plasma:.4e} hartree, / gap {plasma/EG:.3f}")
print(f"occupation at hot-state edge there: {hot_occupation:.1e}")
print("all good")
```

It prints:

```
band mass 0.1 m_e, permittivity 12.0, T 300 K
gap 0.02 hartree = 0.544 eV; kT 9.5004e-04 hartree
threshold kinetic energy / gap: 0.5000
threshold share per carrier / gap: [0.1667 0.1667 0.1667]
Monte Carlo / reduced integral: 0.9974
largest |gamma identity - difference|: 9.6e-07
n (cm^-3), mu/kT, <1-f>_n, dln(lam2)/dln(n), lam2 (bohr^-2)
 1e+16   -4.369 0.9956 0.9956 3.252e-06
 1e+17   -2.027 0.9575 0.9576 3.128e-05
 1e+18    0.669 0.6990 0.7088 2.283e-04
 3e+18    2.603 0.4513 0.4977 4.423e-04
 1e+19    6.416 0.2242 0.3656 7.324e-04
 2e+19   10.312 0.1432 0.3445 9.355e-04
relaxed: n (cm^-3), gamma filling only, gamma screened,
   C/C0 filling only, C/C0 screened
 1e+16 2.9997 2.9980 0.9997 0.9980
 1e+17 2.9965 2.9817 0.9965 0.9812
 1e+18 2.9676 2.8930 0.9670 0.8665
 3e+18 2.9142 2.8229 0.9099 0.7422
 1e+19 2.7950 2.7097 0.7689 0.5634
 2e+19 2.7008 2.6228 0.6461 0.4473
direct: n (cm^-3), gamma filling only, gamma screened,
   C/C0 filling only, C/C0 screened
 1e+16 3.0118 3.0094 1.0119 1.0094
 1e+17 3.1166 3.0948 1.1244 1.0989
 1e+18 4.0329 3.9262 3.0251 2.5789
 3e+18 5.2016 5.0763 17.6728 13.2038
 1e+19 4.4167 4.3199 230.1906 149.9244
 2e+19 3.3065 3.2313 407.3384 249.9939
carrier terms (e1, e2, h), filling only:
 relaxed 3e+18 cm^-3: 1.0157 0.9492 0.9492
 relaxed 2e+19 cm^-3: 1.0506 0.8251 0.8251
 direct 3e+18 cm^-3: 1.8100 1.6958 1.6958
 direct 2e+19 cm^-3: 1.3634 0.9715 0.9715
screened gamma split at highest density (filling, screening):
 relaxed: 2.7331 -0.1104
 direct: 3.3767 -0.1455
two-point power, 1e18 to 2e19 cm^-3 (filling only, screened):
 relaxed: 2.8654 2.7793
 direct: 4.6366 4.5269
highest density: 2.9637e-06 bohr^-3
plasma energy there: 7.8785e-03 hartree, / gap 0.394
occupation at hot-state edge there: 2.2e-05
all good
```
